# Scalar-relativistic Wronskian identity and generalized norm conservation

## Two-energy Wronskian of the scalar-relativistic equation

A pseudopotential with two projectors per angular momentum is built from all-electron solutions $u_1,u_2$ at two energies. If these obey the Schrödinger equation, giving the pseudo-orbitals the all-electron overlaps inside the core radius (generalized norm conservation) makes the nonlocal operator Hermitian. With a scalar-relativistic reference the same recipe fails: for the zinc $s$ channel treated below, the matrix defining the operator is asymmetric by 5.0 meV with every overlap matched. This figure is for energies 1 Ha apart, $R=2$ bohr and both functions normalized inside $R$; it scales with the normalization and depends on these choices (about 10 meV at $R=1.5$ bohr, about 2 meV for energies 0.5 Ha apart). The overlap condition rests on a Wronskian identity, and that identity changes when the kinetic operator contains a mass that depends on energy and position.

### The scalar-relativistic equation

Hartree atomic units are used, with $c=1/\alpha$. The potential $V(r)$ is local, spherical and independent of energy, vanishes at infinity, and tends to $-Z/r$ at the origin with $\alpha Z<1$. Energies exclude the rest mass, functions are real, and $\langle f\rangle=\int_0^R f\,dr$ with $R$ the core radius. With $G$ and $F$ equal to $r$ times the large and small radial components, the Dirac equation is

$$G'+\frac{\kappa}{r}G=2McF,\quad F'-\frac{\kappa}{r}F=-\frac{\varepsilon-V}{c}G,\quad M=1+\tfrac12\alpha^2(\varepsilon-V).\tag{1}$$

The first equation gives $F=(G'+\kappa G/r)/(2Mc)$. In $F'-\kappa F/r$ the terms $\pm\kappa G'/r$ cancel, the terms in $G/r^2$ add to $-\kappa(\kappa+1)$, and the derivative of $1/M$ gives $-M'/M^2$. Multiplying by $-c$,

$$-\frac{1}{2M}\Big[G''-\frac{\kappa(\kappa+1)}{r^2}G\Big]+\frac{M'}{2M^2}\Big(G'+\frac{\kappa}{r}G\Big)+(V-\varepsilon)G=0.\tag{2}$$

The values $\kappa=-(l+1)$ and $\kappa=l$, with degeneracies $2l+2$ and $2l$, both give $\kappa(\kappa+1)=l(l+1)$. The weighted mean of $\kappa$ is $[-2(l+1)^2+2l^2]/(4l+2)=-1$. Setting $\kappa=-1$ in the $M'$ term drops the spin–orbit coupling and gives the Koelling–Harmon equation for $u$, the averaged $G$. For $l=0$ the value $\kappa=l$ has zero weight, and the equation is the Dirac equation itself.

Define $Q=(u'-u/r)/(2M)$. Then
$$Q'=\frac{u''}{2M}-\frac{1}{r}\,\frac{u'-u/r}{2M}-\frac{M'}{2M^2}\Big(u'-\frac ur\Big).$$
The second term is $-Q/r$, and by the averaged (2) the first and third add to $[l(l+1)/(2Mr^2)+V-\varepsilon]u$. Hence

$$u'=\frac ur+2MQ,\qquad Q'=-\frac Qr+\Big[\frac{l(l+1)}{2Mr^2}+V-\varepsilon\Big]u.\tag{3}$$

For $l=0$, (1) shows that $\alpha Q=F$. Near the nucleus $2M\to\alpha^2Z/r$. Trying $u=r^\gamma$, $Q=qr^\gamma$ gives $\gamma-1=\alpha^2Zq$ and $(\gamma+1)q=l(l+1)/(\alpha^2Z)-Z$; their product yields $\gamma^2=l(l+1)+1-\alpha^2Z^2$. With $\gamma>0$, any product $u_iQ_j$ vanishes at the origin as $r^{2\gamma}$, so no boundary term arises there.

### The Wronskian identity

Take regular solutions at $\varepsilon_1,\varepsilon_2$ and set $W=u_1Q_2-u_2Q_1$. In $W'$ the terms $\pm u_iQ_j/r$ from (3) cancel within each product, leaving
$$W'=2(M_1-M_2)Q_1Q_2+u_1u_2\Big[\frac{l(l+1)}{2r^2}\Big(\frac1{M_2}-\frac1{M_1}\Big)+\varepsilon_1-\varepsilon_2\Big].$$
The potential cancels in $M_1-M_2=\tfrac12\alpha^2(\varepsilon_1-\varepsilon_2)$, and $1/M_2-1/M_1=(M_1-M_2)/(M_1M_2)$. Every term carries the energy difference:

$$W'=(\varepsilon_1-\varepsilon_2)(u_1u_2+\alpha^2s),\qquad s=Q_1Q_2+\frac{l(l+1)\,u_1u_2}{4M_1M_2r^2}.\tag{4}$$

Integration from the origin gives the identity

$$(u_1Q_2-u_2Q_1)(R)=(\varepsilon_1-\varepsilon_2)S_{12},\qquad S_{12}=O_{12}+\alpha^2\langle s\rangle,\quad O_{12}=\langle u_1u_2\rangle.\tag{5}$$

Both parts of $s$ arise from $M_1\ne M_2$, that is from the energy dependence of the mass. For $l=0$, $S_{12}$ is the Dirac overlap $\langle G_1G_2+F_1F_2\rangle$. For two bound states and $R\to\infty$ the left side vanishes, so $S_{12}=0$ and $O_{12}=-\alpha^2\langle s\rangle$: the large components need not be orthogonal. For the $1s$ and $2s$ Dirac levels of a bare nucleus with $Z=80$ ($\gamma=0.8119$, energies $-3532.192$ and $-904.848$ Ha), both normalized in $S$ and positive near the origin, $O_{12}=-0.0386$ while $|S_{12}|$ is of order $10^{-13}$.

### The ordinary Wronskian at the core radius

A non-relativistic pseudo-orbital is matched to $u$ and $u'$, not to $Q$, so the quantity needed is $w=\tfrac12(u_1u_2'-u_2u_1')$. From (3) the terms $u_1u_2/r$ cancel and $w=M_2u_1Q_2-M_1u_2Q_1$. Write $M_{1,2}=\bar M\pm\tfrac14\alpha^2(\varepsilon_1-\varepsilon_2)$, where $\bar M=1+\tfrac12\alpha^2(\bar\varepsilon-V)$ and $\bar\varepsilon$ is the mean energy. Then $w=\bar MW-\tfrac14\alpha^2(\varepsilon_1-\varepsilon_2)(u_1Q_2+u_2Q_1)$, and with (5)

$$w(R)=(\varepsilon_1-\varepsilon_2)N_{12},\qquad N_{12}=\bar M(R)S_{12}-\tfrac14\alpha^2(u_1Q_2+u_2Q_1)(R).\tag{6}$$

The surface term can be turned into a volume integral. From (3), $(u_1Q_2)'=2M_1Q_1Q_2+u_1u_2[l(l+1)/(2M_2r^2)+V-\varepsilon_2]$. Adding the same expression with the labels exchanged, and using $M_1+M_2=2\bar M$ and $1/M_1+1/M_2=2\bar M/(M_1M_2)$,

$$(u_1Q_2+u_2Q_1)'=4\bar Ms-2(\bar\varepsilon-V)u_1u_2.\tag{7}$$

Integrating (7) and inserting it in (6),
$$N_{12}=\bar M(R)O_{12}+\tfrac12\alpha^2\langle(\bar\varepsilon-V)u_1u_2\rangle+\alpha^2\langle[\bar M(R)-\bar M(r)]s\rangle.$$
Here $\bar M(R)-1=\tfrac12\alpha^2[\bar\varepsilon-V(R)]$ and $\bar M(R)-\bar M(r)=-\tfrac12\alpha^2[V(R)-V(r)]$. The excess $\Delta_{12}=N_{12}-O_{12}$ is therefore

$$\Delta_{12}=\tfrac12\alpha^2\langle(\bar\varepsilon-V)u_1u_2\rangle+\tfrac12\alpha^2[\bar\varepsilon-V(R)]O_{12}-\tfrac12\alpha^4\langle[V(R)-V(r)]s\rangle.\tag{8}$$

No expansion in $\alpha$ has been made; (8) holds for any solutions of (3) that are regular at the origin. The first term weights the local kinetic energy $\bar\varepsilon-V(r)$ (centrifugal part included) over the core, and the second takes it at the surface. At $\alpha=0$ the Schrödinger result $N_{12}=O_{12}$ returns.

The order in $\alpha$ is meant at fixed $V$ and fixed energies. The coefficient of $\alpha^4$ stays finite when Schrödinger solutions are inserted: for $l=0$, $u\simeq r-Zr^2$ gives $Q\simeq-Zr/2$ and $Vs\propto r$, and for $l\ge1$, $s\propto r^{2l}$. If the solutions tend to their Schrödinger forms $u_i^{0}$, then

$$\lim_{\alpha\to0}\frac{\Delta_{12}}{\alpha^2}=\Big\langle\Big[\bar\varepsilon-\tfrac12\big(V(r)+V(R)\big)\Big]u_1^{0}u_2^{0}\Big\rangle.\tag{9}$$

The last term of (8) is no longer small when the functions are concentrated at $r\sim1/Z$ in a heavy atom, where $|V|\sim Z^2$ and that term has relative size of order $(\alpha Z)^2$. For the $Z=80$ pair with $R=0.0375$ bohr, $\langle u_i^2\rangle=1$ and now $u_i(R)>0$ (the $2s$ node lies inside $R$, so $u_2$ is negative near the origin), the first two terms sum to $-0.1366$ and the last is $+0.0205$, or 15% of their magnitude, against $(\alpha Z)^2=1-\gamma^2=0.34$. This does not by itself measure the error of (9), because the relativistic change of $u_i$ in the first two terms enters at the same order. For this pair the two nearly cancel: $\alpha^2$ times (9), with Schrödinger solutions at the same energies, is $-0.1157$, against the exact $-0.1161$.

### The projector matrix

The pseudo-orbitals $\phi_i$ behave as $r^{l+1}$ at the origin and match $u_i$ in value and slope at $R$. With $T=-\tfrac12d^2/dr^2+l(l+1)/(2r^2)$ and a smooth $V_{\rm loc}$, define for $r\le R$
$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\qquad B_{ij}=\langle\phi_i\chi_j\rangle,$$
with $\chi_i=0$ beyond $R$. The operator

$$V_{\rm NL}=\sum_{ij}|\chi_i\rangle\,[(B^{T})^{-1}]_{ij}\,\langle\chi_j|\tag{10}$$

acts on $\phi_k$ through $\langle\chi_j\phi_k\rangle=(B^T)_{jk}$, so $V_{\rm NL}\phi_k=\chi_k$ and $(T+V_{\rm loc}+V_{\rm NL})\phi_k=\varepsilon_k\phi_k$. Both references are reproduced for any invertible $B$; for independent $\chi_i$ the operator is Hermitian if and only if $B$ is symmetric. In $B_{12}-B_{21}$ the local and centrifugal terms cancel:
$$B_{12}-B_{21}=(\varepsilon_2-\varepsilon_1)\langle\phi_1\phi_2\rangle+\tfrac12\langle\phi_1\phi_2''-\phi_2\phi_1''\rangle.$$
The last integrand is the derivative of $\phi_1\phi_2'-\phi_2\phi_1'$, so the term equals $w(R)$ by the matching, and (6) gives

$$B_{12}-B_{21}=(\varepsilon_1-\varepsilon_2)\big[N_{12}-\langle\phi_1\phi_2\rangle\big].\tag{11}$$

Three choices of the pseudo-overlap follow. The large-component condition $\langle\phi_1\phi_2\rangle=O_{12}$ leaves the asymmetry $(\varepsilon_1-\varepsilon_2)\Delta_{12}$, of order $\alpha^2$. The choice $S_{12}$, which for $l=0$ adds the small components, leaves by (6)

$$N_{12}-S_{12}=\alpha^2\Big\{\tfrac12[\bar\varepsilon-V(R)]S_{12}-\tfrac14(u_1Q_2+u_2Q_1)(R)\Big\},\tag{12}$$

still of order $\alpha^2$, but free of the kinetic energy near the nucleus. The choice $N_{12}$ makes $B$ symmetric. What the relativistic mass spoils is thus the identification of the symmetry condition with the all-electron overlap. A symmetry condition survives, with a target that is neither $O_{12}$ nor $S_{12}$.

These statements concern $r\le R$. Beyond $R$, multiplying the averaged (2) by $M$ shows that $u$ obeys the Schrödinger equation up to the terms $-\tfrac12\alpha^2(\varepsilon-V)^2u-\alpha^2V'(u'-u/r)/(4M)$, a separate mismatch of order $\alpha^2$ that (11) does not measure.

### Energy slope of the logarithmic derivative

Let $D=u'/u$ at $R$, so that $w=\tfrac12u_1u_2(D_2-D_1)$. Dividing (6) by $\varepsilon_2-\varepsilon_1$ and letting the energies merge,

$$\frac{dD}{d\varepsilon}=-\frac{2N_{11}}{u_1(R)^2}.\tag{13}$$

For the pseudo-equation, take regular solutions $\psi_a,\psi_b$ at two energies, multiply each equation by the other solution, subtract and integrate. This gives $\tfrac12(\psi_a\psi_b'-\psi_b\psi_a')(R)=(E_a-E_b)\langle\psi_a\psi_b\rangle+\langle\psi_aV_{\rm NL}\psi_b\rangle-\langle\psi_bV_{\rm NL}\psi_a\rangle$. For Hermitian $V_{\rm NL}$ the last two terms cancel, and at $E=\varepsilon_1$, where $\psi=\phi_1$,

$$\frac{dD^{\rm ps}}{d\varepsilon}=-\frac{2\langle\phi_1^2\rangle}{u_1(R)^2}.\tag{14}$$

A single projector is Hermitian, since its $B$ is a number. With $\langle\phi_1^2\rangle=O_{11}$ its slope is (13) times $1-\Delta_{11}/N_{11}$, too small in magnitude when $\Delta_{11}>0$. With $\langle\phi_i\phi_j\rangle=N_{ij}$ the values and slopes agree at both energies, but the core norm then differs from the large-component norm by $\Delta_{ii}$, which is positive in the example below but need not be for a reference energy far below the valence range. Charge conservation and first-order scattering, one condition for a Schrödinger reference, become two conditions that differ at order $\alpha^2$.

### An energy-independent mass

To isolate the cause, replace $M$ in (3) by $M_0=1-\tfrac12\alpha^2V$, which is the zeroth-order regular approximation. Now $M_1=M_2$, so the steps leading to (4) give $W'=(\varepsilon_1-\varepsilon_2)u_1u_2$ and the Wronskian identity contains the plain overlap. But $w=M_0W$, hence

$$N_{12}=M_0(R)O_{12},\qquad\Delta_{12}=-\tfrac12\alpha^2V(R)O_{12}.\tag{15}$$

Energy dependence is therefore not the whole source of the defect: the term (15) is present in (8) as well, and comes from matching a unit-mass equation to one with $M(R)\neq1$. To leading order the remainder, $\tfrac12\alpha^2[\langle(\bar\varepsilon-V)u_1u_2\rangle+\bar\varepsilon O_{12}]$, is due to the energy dependence. The division relies on the zero of energy at infinity, since a constant shift of $V$ and $\varepsilon$ leaves (8) unchanged but alters (15).

### Symmetrizing the matrix

A Hermitian operator is obtained from an asymmetric $B=B_s+A$, with $A$ antisymmetric, by using $B_s^{-1}$ in (10); call it $V_s$. Let $\psi$ solve $(T+V_{\rm loc}+V_s-\varepsilon_1)\psi=0$, while $(T+V_{\rm loc}-\varepsilon_1)\phi_1=-\chi_1$. Multiplying by $\phi_1$ and $\psi$ and subtracting,
$$\tfrac12(\phi_1\psi'-\psi\phi_1')(R)=\langle\phi_1V_s\psi\rangle-\langle\psi\chi_1\rangle.$$
Since $\langle\phi_1\chi_i\rangle=(B_s)_{1i}+A_{1i}$ and $A_{11}=0$, one has $\langle\phi_1V_s\psi\rangle=\langle\chi_1\psi\rangle+A_{12}\sum_j(B_s^{-1})_{2j}\langle\chi_j\psi\rangle$. The shift of the logarithmic derivative is

$$\delta D_1=\frac{2A_{12}}{(\phi_1\psi)(R)}\sum_j(B_s^{-1})_{2j}\langle\chi_j\psi\rangle.\tag{16}$$

Put $\psi=\phi_1+\delta\psi$. The part $(B_s)_{1j}$ of $\langle\chi_j\phi_1\rangle$ contributes $(B_s^{-1}B_s)_{21}=0$, so

$$\delta D_1=\frac{2A_{12}}{(\phi_1\psi)(R)}\Big[A_{12}(B_s^{-1})_{22}+\sum_j(B_s^{-1})_{2j}\langle\chi_j\,\delta\psi\rangle\Big].\tag{17}$$

The function $\delta\psi$ is driven by $V_s\phi_1-\chi_1$, which is linear in $A_{12}$, so $\delta D_1$ is of order $A_{12}^2\propto\alpha^4$. This fails when $B_s$ is so nearly singular that $A_{12}B_s^{-1}$ is not small, and near a pole of $D$, where $\phi_1(R)\to0$.

### Worked example: the $s$ channel of zinc

The potential is the Kohn–Sham potential of the non-relativistic LDA density (Slater exchange, VWN correlation, def2-TZVP basis, point nucleus), held fixed. It is not relativistically self-consistent and has no spin–orbit term; the identities hold for any such $V$, and the example sets the scale. The radial Schrödinger $4s$ level is $-0.22338$ Ha ($-0.22281$ Ha in the basis), and (3) gives $\varepsilon_1=-0.23489$ Ha. The choices are $\varepsilon_2=\varepsilon_1+1$ Ha $=0.76511$ Ha, $R=2$ bohr, where $V(R)=-0.64190$ Ha, and $\langle u_i^2\rangle=1$ with $u_i(R)>0$; $\alpha^2=5.325135\times10^{-5}$. The numerical output lists the computed values; the others follow from them by the arithmetic shown. The digits refer to this potential and are not converged with the basis. At the basis-set limit (fully numerical LDA density) both $4s$ levels rise by $0.0007$ Ha, to $-0.2227$ and $-0.2342$ Ha; $D_1$ and $D_2$ become $0.0515$ and $-2.5113$ bohr$^{-1}$; the slope at $\varepsilon_1$ becomes $-1.4038$ bohr$^{-1}$Ha$^{-1}$; the $B_{ij}$ rise by about $1.4\times10^{-3}$ Ha; and $\Delta_{12}$ becomes $1.8387\times10^{-4}$ for $l=0$ and $3.092\times10^{-4}$ for $l=2$. The asymmetries of 5.00 and 1.11 meV and the shares of 78% and 9% found below are unchanged.

**Boundary against volume.** With $u_1(R)u_2(R)=1.193320\times0.632175=0.754387$ bohr$^{-1}$, $D_1=0.050802$ and $D_2=-2.515091$ bohr$^{-1}$,
$$w=\tfrac12(0.754387)(-2.565893)=-0.96784,$$
and division by $\varepsilon_1-\varepsilon_2=-1$ gives $N_{12}=0.96784$, against $O_{12}=0.967655$. In (8), $\bar\varepsilon-V(R)=0.26511+0.64190=0.90701$ Ha, so the surface term is $\tfrac12(5.325135\times10^{-5})(0.90701)(0.967655)=2.3369\times10^{-5}$. Adding the interior and $\alpha^4$ terms,
$$\Delta_{12}=(16.1766+2.3369-0.1286)\times10^{-5}=1.8385\times10^{-4}.$$
The interior kinetic term supplies 88%. For $l=1$ and $2$ at the same energies $\Delta_{12}=1.7024\times10^{-4}$ and $3.0977\times10^{-4}$. Equations (5), (6) and (8) were tested to $10^{-8}$ absolute for these three channels and for the $Z=80$ pair, with $u'$ taken by finite differences.

**Three targets.** The $\phi_i$ are combinations of twelve odd Legendre polynomials with the least $\langle\phi''^2\rangle$ under the constraints, $V_{\rm loc}$ is quadratic and matches $V$ and $V'$ at $R$, and $\phi_i''(R)$ is fixed so that $\chi_i(R)=0$. For the target $O_{ij}$, $B_{12}=0.469197$ and $B_{21}=0.469381$ Ha, with $B_{12}-B_{21}=-1.8385\times10^{-4}$ Ha $=-5.00$ meV as (11) requires; relative to $B_{12}$ this is $3.9\times10^{-4}$. For the target $S_{ij}$, (12) is evaluated with $M(R)\approx1$: $u_1Q_2+u_2Q_1=\tfrac12u_1u_2(D_1+D_2-2/R)=\tfrac12(0.754387)(-3.464289)=-1.3067$, and $S_{12}=0.967655+0.000143=0.967798$, so
$$N_{12}-S_{12}=\alpha^2(0.4389+0.3267)=4.077\times10^{-5}.$$
The asymmetry is $-1.11$ meV, so including the small components removes 78% of it. For the target $N_{ij}$ it falls to $3\times10^{-11}$ Ha, below the tested tolerance.

**Frozen mass.** Equation (15) gives $\tfrac12(5.325\times10^{-5})(0.64190)(0.9677)=1.654\times10^{-5}$, the value found from the boundary Wronskian of the frozen-mass solutions. This is 9% of $\Delta_{12}$; the energy dependence accounts for the other 91% in this atom at this radius, with the mass frozen at $\varepsilon=0$; freezing it at another energy changes the split.

**Order in $\alpha$.** With $V$ and the energies fixed, the boundary values of $\Delta_{12}/\alpha^2$ at $\alpha$, $\alpha/2$ and $\alpha/4$ are $3.4525$, $3.4446$ and $3.4433$ Ha. A quadratic extrapolation in $\alpha^2$ gives $3.4429$ Ha, and (9) gives $3.44293$ Ha from Schrödinger solutions. The deviations quoted next are evaluated from the volume form (8), which was checked against the boundary value down to $\alpha/8$. The deviation from the limit falls by $4.007$ between $\alpha/16$ and $\alpha/32$, so the remainder in $\Delta_{12}$ is of order $\alpha^4$ for this channel. At the physical $\alpha$ two features stand out. The deviation, $9.5\times10^{-3}$ Ha, is 0.28% of the limit, far below $(\alpha Z)^2=0.048$, and it falls by $5.62$ instead of 4 on halving $\alpha$. The smallness is in part a cancellation: the last term of (8) contributes $-1.2863\times10^{-6}/\alpha^2=-0.0242$ Ha, so the relativistic change of $u_i$ in the first two terms contributes $+0.0337$ Ha. Scaling the deviation at $\alpha/16$ by $256$ gives $5.9\times10^{-3}$ Ha for the part linear in $\alpha^2$, which leaves $3.6\times10^{-3}$ Ha to higher orders. These are small against the limit but not against the linear part, hence the ratio above 4.

**Slopes.** With $\Delta_{11}=1.3279\times10^{-4}$ and $u_1(R)^2=1.424013$, (13) gives $-2(1.00013279)/1.424013=-1.404668$ bohr$^{-1}$Ha$^{-1}$, equal to the finite-difference slope of the all-electron $D$. The single projector with large-component norm gives $-1.404482$, a deficit of $1.328\times10^{-4}$ relative to the all-electron slope, as (14) predicts. The two-projector operator with target $N_{ij}$ returns $-1.404668$ and $-5.00566$, the all-electron slopes at both energies, at the price of core norms raised by $1.33\times10^{-4}$ and $2.45\times10^{-4}$.

**Symmetrization.** For the target $O_{ij}$, $A_{12}=-9.19\times10^{-5}$ Ha and $(B_s)_{12}=0.469289$ Ha. The determinant is $0.331358\times0.700460-0.469289^2=0.01187$ Ha$^2$, and $(B_s^{-1})_{22}=0.331358/0.01187=27.9$ Ha$^{-1}$, so $|A_{12}|(B_s^{-1})_{22}=2.6\times10^{-3}$ is small. The first term of (17) is $2(9.19\times10^{-5})^2(27.9)/1.424=3.3\times10^{-7}$ bohr$^{-1}$. The computed shift is $1.84\times10^{-7}$ bohr$^{-1}$, so the $\delta\psi$ term cancels a little under half of the first. The shift is $1.4\times10^{-3}$ of the number $2|A_{12}|/u_1(R)^2=1.29\times10^{-4}$ that would set the scale of a first-order effect, and doubling the asymmetry multiplies it by $3.96$; the orbitals themselves change slightly with the target. At $\varepsilon_2$ the shift is $1.5\times10^{-6}$ bohr$^{-1}$ on $D_2=-2.515$ bohr$^{-1}$. In this construction symmetrizing costs order $\alpha^4$ in the values of $D$ at the reference energies; by (14), applied to the solution $\psi=\phi_1+\delta\psi$, the slope is governed by $\langle\psi^2\rangle/\psi(R)^2$, and $\delta\psi$ changes this at order $\alpha^2$. Since $V_s$ is Hermitian and keeps both $D_i$ to order $\alpha^4$, the identity preceding (14) forces $\langle\psi_1\psi_2\rangle=N_{12}$ up to order $\alpha^4$ when $\psi_i(R)=u_i(R)$. No such identity fixes the diagonal norms, but here they move most of the way as well: $\langle\psi_i^2\rangle-1=1.34\times10^{-4}$ and $2.56\times10^{-4}$, against $\Delta_{11}=1.33\times10^{-4}$ and $\Delta_{22}=2.45\times10^{-4}$. In this example symmetrizing thus nearly restores the all-electron slopes and gives up the large-component norm.

## Numbers as computed

```
alpha^2 = 5.325135e-05
Coulomb Z=80: gamma = 0.811906, E1s = -3532.192 Ha, E2s = -904.848 Ha
  all space: <u1s u2s> = -0.03862, |S| = 1e-13
  R = 0.0375 bohr: alpha^2 term = -0.136588, alpha^4 term = 0.020499
Zn: R = 2.0 bohr, V(R) = -0.64190 Ha, dV/dr(R) = 0.70729 Ha/bohr
  4s level: basis -0.22281, radial NR -0.22338, radial SR -0.23489 Ha
  e1 = -0.23489 Ha, e2 = 0.76511 Ha
  l=0: O12 = 0.967655, S12-O12 = 1.43081e-04, Delta12 = 1.83849e-04
       from Wronskians: 1.43081e-04, 1.83849e-04
  l=1: O12 = 0.980166, S12-O12 = 1.36145e-04, Delta12 = 1.70240e-04
       from Wronskians: 1.36145e-04, 1.70240e-04
  l=2: O12 = 0.538920, S12-O12 = 3.04806e-04, Delta12 = 3.09767e-04
       from Wronskians: 3.04806e-04, 3.09767e-04
l=0: u1(R) = 1.193320, u2(R) = 0.632175 bohr^-1/2
  u'/u at R: 0.050802, -2.515091 1/bohr
  Delta12 parts: interior 1.61766e-04, surface 2.33687e-05, alpha^4 -1.2863e-06
  Delta11 = 1.32788e-04, Delta22 = 2.45048e-04, N12-S12 = 4.07676e-05
  Delta12/alpha^2 (boundary): alpha 3.4525, alpha/2 3.4446, alpha/4 3.4433
  extrapolated to alpha=0: 3.4429, nonrelativistic limit formula: 3.44293 Ha
  deviation from limit: alpha 9.5452e-03, alpha/16 2.3111e-05 Ha
  deviation ratios m:2m, m=1 5.622, m=4 4.111, m=16 4.0070
  frozen mass: |W/(e1-e2)-O| = 1e-11, Delta12 = 1.65386e-05
  d(u'/u)/de: -1.4046684, -5.0056621 1/(bohr Ha)
target O: B12-B21 = -1.83849e-04 Ha = -5.0028 meV
target S: B12-B21 = -4.07676e-05 Ha = -1.1093 meV
target N: B12-B21 = -2.94989e-11 Ha = -0.0000 meV
target O: B11 0.331358, B12 0.469197, B21 0.469381, B22 0.700460 Ha
one projector, target O: slope -1.4044819 1/(bohr Ha), relative deficit 1.3277e-04
two projectors, target N: slope at -0.23489 Ha = -1.4046684 1/(bohr Ha)
two projectors, target N: slope at 0.76511 Ha = -5.0056621 1/(bohr Ha)
symmetrized B: error of phi'/phi = 1.837e-07 (e1), 1.525e-06 (e2) 1/bohr
  first-order scale 1.291e-04 1/bohr; ratio on doubling the asymmetry 3.963
```
